# A Zero-Bias Dip Can Be a Kondo Resonance

**Q:** I am screening magnetic adatoms as candidates for single-atom memory bits. Over one of them the tunneling conductance has a dip at zero bias. A Kondo resonance is a peak in the density of states at the Fermi level, so I conclude that this atom is not Kondo screened. Its moment is free, and I can try to store a bit in it.

**A:** The peak you describe is in the spectrum of the atom's d orbital. Is that the spectrum your tip measures?

**Q:** The tip is right above the atom. What else would it measure?

**A:** Let the tip electron enter the d orbital with real amplitude $t_d$, and the substrate orbital $c_0$ next to the atom with real amplitude $t_c$. The two routes end in the same sample, so their amplitudes add before anything is squared. The electron is created by $A^\dagger$, where

$$A=t_c c_0+t_d d .$$

Take a weakly coupled tip with a flat density of states $\rho_t$. The golden rule gives an injection rate proportional to $\sum_n|\langle n|A^\dagger|0\rangle|^2\,\delta(\omega-E_n+E_0)$. At zero temperature, raising the bias adds tip electrons at $\omega=eV$, so

$$\frac{dI}{dV}\propto \rho_A(eV),\qquad \rho_A(\omega)=-\frac1\pi\,\mathrm{Im}\,G_{AA}(\omega).$$

Energies are counted from the Fermi level, positive bias probes empty sample states, and $\hbar=1$. The spectrum of $d$ alone is the special case $t_c=0$.

**Q:** With a strong repulsion on the atom, surely $G_{AA}$ is a hard many-body problem of its own?

**A:** No harder than $G_d$. Use the Anderson impurity: a level $E_d$, a repulsion $U$ between opposite spins on $d$, and a real hybridization $V_h$ between $d$ and $c_0$. Write $c_0=\sum_k\varphi_k c_k$ in substrate eigenstates, with real $\varphi_k$ and $\sum_k\varphi_k^2=1$. The repulsion contains only d operators and commutes with $c_k$, so

$$[c_k,H]=\epsilon_k c_k+V_h\varphi_k d .$$

The equation of motion of a propagator with any second operator $Y^\dagger$ is then

$$(z-\epsilon_k)G_{kY}=\langle\{c_k,Y^\dagger\}\rangle+V_h\varphi_k G_{dY}.$$

Multiply by $\varphi_k/(z-\epsilon_k)$, sum over $k$, and call $g=\sum_k\varphi_k^2/(z-\epsilon_k)$ the propagator of $c_0$ without the atom. For $Y=d$ and $Y=c_0$ this gives

$$G_{cd}=gV_hG_d,\qquad G_{cc}=g+gV_hG_{dc}.$$

The same argument applied to the second operator gives $G_{dc}=G_dV_hg$. Collecting terms,

$$\begin{aligned}G_{AA}&=t_c^2(g+V_h^2g^2G_d)+2t_ct_dV_hgG_d+t_d^2G_d\\&=t_c^2g+(t_d+t_cV_hg)^2G_d .\end{aligned}$$

All effects of $U$ sit in $G_d$.

I tested this on a small system that can be diagonalized: the d orbital and a five-site substrate chain holding six electrons, with $U=3.0$ eV, $E_d=-1.4$ eV, $V_h=0.5$ eV and chain hopping 1.0 eV. The two sides, computed separately at three complex energies for three pairs of tip amplitudes, agree to $3\times10^{-13}$ per eV.

That system also bears on your bit. Its mean squared moment $\langle(n_\uparrow-n_\downarrow)^2\rangle$ on $d$ is 0.867, close to that of a full spin, yet its ground state is a singlet, 0.207 eV below the triplet. The gap belongs to this small cluster. The point is that a large fluctuating moment can coexist with a ground state that has no up and down versions in which to store a bit.

**Q:** Fine, but $G_d$ still has a peak, and it enters with a square in front. Squares are positive.

**A:** Squares of real numbers are. Near the Fermi level of a locally flat band, $g=R-i\pi\rho_0$, where $\rho_0$ is the density of states of $c_0$ per spin. Hence

$$t_d+t_cV_hg=\pi\rho_0V_ht_c\,(q-i),\qquad q=\frac{t_d+t_cV_hR}{\pi\rho_0V_ht_c}.$$

Let $\Gamma=\pi\rho_0V_h^2$, the half-width the d level would have without repulsion. The squared prefactor is $\pi^2\rho_0^2V_h^2t_c^2=\pi\rho_0t_c^2\,\Gamma$. Dividing $\rho_A$ by its value $\rho_0t_c^2$ on the bare substrate gives the relative signal

$$S=1-\mathrm{Im}\left[(q-i)^2\,\Gamma G_d\right].$$

For $q\to0$ the square is $(-i)^2=-1$. The electron enters $c_0$, visits the atom and returns. Each passage through $c_0$ contributes a factor $-i$, and together they reverse the sign with which the resonance appears.

**Q:** What line shape follows when $G_d$ really is a Kondo resonance?

**A:** Define the self-energy $\Sigma$ by $G_d=1/(\omega-E_d-V_h^2g-\Sigma)$, with $V_h^2g=V_h^2R-i\Gamma$. The screened state is a Fermi liquid: at zero temperature $\mathrm{Im}\,\Sigma$ vanishes as $\omega^2$, for a reason we can come to. To first order in $\omega$, $\Sigma\simeq\Sigma(0)+\omega\Sigma'(0)$. With $Z=1/(1-\Sigma'(0))$,

$$G_d\simeq\frac{Z}{\omega-E_K+i\Gamma_K},\quad \Gamma_K=Z\Gamma,\quad E_K=Z[E_d+V_h^2R+\Sigma(0)].$$

In the particle-hole symmetric case the d spectrum is even in $\omega$, so $E_K=0$. I assume $|E_K|\ll\Gamma_K$, since the expansion is about the Fermi level. With $\varepsilon=(eV-E_K)/\Gamma_K$ we have $\Gamma G_d=1/(\varepsilon+i)=(\varepsilon-i)/(\varepsilon^2+1)$. Since $(q-i)^2=q^2-1-2iq$,

$$\mathrm{Im}[(q^2-1-2iq)(\varepsilon-i)]=-(q^2-1)-2q\varepsilon,$$

and the signal becomes the Fano form

$$F=1+\frac{q^2-1+2q\varepsilon}{\varepsilon^2+1}=\frac{(\varepsilon+q)^2}{\varepsilon^2+1}.$$

Its derivative is $2(\varepsilon+q)(1-q\varepsilon)/(\varepsilon^2+1)^2$. There is a zero at $\varepsilon=-q$ and a maximum $1+q^2$ at $\varepsilon=1/q$. The curve therefore drops below the background by 1 and rises above it by $q^2$. For $|q|<1$ the dip dominates, for $|q|>1$ the peak. At $|q|=1$ the deviation from background is $\pm2\varepsilon/(\varepsilon^2+1)$, which is odd in $\varepsilon$. For $E_K=0$ the zero-bias value is $q^2$.

**Q:** Put numbers on it. Could one atom really show both shapes?

**A:** In the model, yes. Take $\Gamma_K=5$ meV, which corresponds to 58 K, $\Gamma=0.2$ eV, $\rho_0=0.2$ per eV, and a half-filled 5 eV band, so that $R=0$ at the Fermi level. Set $E_K=0$. Then

$$V_h=\sqrt{\frac{0.2}{\pi\times0.2}}=0.564\ \text{eV},\qquad \pi\rho_0V_h=0.354 .$$

With $R=0$, the shape changes over at $t_d/t_c=0.354$. A tip that hardly reaches the compact d orbital, $t_d/t_c=0.07$, has $q=0.07/0.354\approx0.197$. A hypothetical tip with $t_d/t_c=1$ has $q=2.82$. The atom and its $G_d$ are held fixed:

| Bias (mV) | $F$, $q=0.197$ | $F$, $q=2.82$ |
|---:|---:|---:|
| −10 | 0.65 | 0.13 |
| −1 | 0.00 | 6.6 |
| 0 | 0.04 | 8.0 |
| 5 | 0.72 | 7.3 |
| 20 | 1.04 | 2.7 |

The first tip sees a dip with its minimum at $-q\Gamma_K$, about −1 mV. The second sees a peak with its maximum at $\Gamma_K/q$, about 1.8 mV. Each column is relative to that tip's own bare-substrate signal.

**Q:** Then I will reverse my rule: a zero-bias dip means that the atom is screened.

**A:** That fails too. Set $U=0$, so that $Z=1$, and place an ordinary level at the Fermi energy. The algebra is unchanged. As a test I solved such a level at the end of a 160,000-site chain directly, with $V_h=0.1$ in units of the hopping, $q=0$, 0.2 and 2, and $\varepsilon$ from −2 to 3. The result follows $F$ to within 0.009 of $1+q^2$. There is no magnetism in that system.

A free spin can give a dip as well. If flipping it costs an energy $\Delta$, an additional inelastic channel opens at $|eV|>\Delta$, so the conductance is lower at $|eV|<\Delta$. The line shape alone does not decide the matter.

**Q:** What would help, then?

**A:** Temperature, because a many-body resonance damps itself. An electron of energy $\omega$ on the atom can decay into two electrons and a hole. At zero temperature their three positive energies must add up to $\omega$, which leaves a phase-space area $\omega^2/2$. To second order in $U$ for the symmetric model, with $\rho_d(0)=1/(\pi\Gamma)$,

$$-\mathrm{Im}\,\Sigma=\pi U^2\rho_d^3\,\frac{\omega^2}{2}=\frac{\Gamma}{2}\left(\frac{U}{\pi\Gamma}\right)^2\frac{\omega^2}{\Gamma^2}.$$

At temperature $T$ the decay and its reverse both count. Measure energies in $kT$. Two of the excitations contribute $\int dx\,[1-f(x)][1-f(y-x)]=y/(1-e^{-y})$. Adding the third, and a factor $1+e^{-\omega}$ for the reverse process, gives

$$J=\int dy\,\frac{y\,(1+e^{-\omega})}{(1-e^{-y})(1+e^{y-\omega})}=\int dy\,y\left[\frac1{1-e^{-y}}-\frac1{1+e^{\omega-y}}\right].$$

Compare each term with the unit step at $y=0$. The first differs from it by $2\int_0^\infty y\,dy/(e^y-1)=\pi^2/3$, and the second contributes $\omega^2/2+\pi^2/6$. Hence $J=(\omega^2+\pi^2)/2$, and in ordinary units $\omega^2$ is replaced by $\omega^2+(\pi kT)^2$.

**Q:** How much does that change the dip?

**A:** Write the damped resonance as

$$\Gamma G_d=\frac1{\varepsilon+iy},\qquad y=1+s\left[\varepsilon^2+\left(\frac{\pi kT}{\Gamma_K}\right)^2\right].$$

Putting $\omega=Z\Gamma\varepsilon$ into the second-order result gives $s=\tfrac12(ZU/\pi\Gamma)^2$. At $q=0$ and $T=0$,

$$S=1-\frac{y}{\varepsilon^2+y^2}\simeq1-(1+s\varepsilon^2)\left[1-(1+2s)\varepsilon^2\right]\simeq(1+s)\varepsilon^2 ,$$

so the bottom of the dip is more sharply curved than $F$ says.

I computed the full second-order self-energy at $U/(\pi\Gamma)=3$. It gives $Z=0.173$ and a curvature of 1.130, against a predicted $1+s=1.134$. For $|\varepsilon|\le0.5$ and $q=0$, 0.2 and 2, the signal stays within 0.027 of $F$, in units of $1+q^2$. At $q=0$ the zero-bias signal, before any thermal smearing by the tip, rises from 0 at $T=0$ to 0.05, 0.49 and 0.83 at $kT=0.2$, 1 and 5 $\Gamma_K$. The dip fills in.

The noninteracting level has a temperature-independent spectrum, so its dip changes through the tip's Fermi smearing alone. Once that smearing is accounted for, a remaining temperature dependence on the scale of $\Gamma_K$ speaks against such a level. It does not yet exclude a free spin, whose inelastic dip also fills in beyond the tip's smearing when $kT$ becomes comparable to $\Delta$. The two differ at low temperature: with the tip's smearing removed, the zero-bias signal of the Kondo dip rises as $T^2$, while that of a free two-level spin rises as $e^{-\Delta/kT}$.

One caution: in this approximation $1-\Sigma'(0)$ grows as $U^2$, so it does not produce the exponentially small Kondo scale. It tests the form of the line shape, not the value of $\Gamma_K$ or of $s$. At the same $U$ the exact solution has $Z=0.080$ and $s=0.49$ instead of 0.173 and 0.134, so the numbers above understate the damping.

**Q:** Then what is $s$ for a true Kondo resonance?

**A:** There the charge on the atom is frozen. Raise the chemical potential by $\delta\mu$: the occupation must stay the same, so the resonance must rise by $\delta\mu$ too. What lifts it is the repulsion $\tilde U$ from quasiparticles of opposite spin. Counted in the resonance before it shifts, $\delta\mu/(\pi\Gamma_K)$ of them are added. The shift then cancels this gain in charge, but it must not be fed back into the count: $\tilde U$ is the full scattering amplitude of two quasiparticles and already contains that response. Hence $\tilde U\,\delta\mu/(\pi\Gamma_K)=\delta\mu$, or $\tilde U=\pi\Gamma_K$. The decay argument, repeated for quasiparticles, gives $s=\tfrac12(\tilde U/\pi\Gamma_K)^2=\tfrac12$. This is a low-energy argument that I have not tested numerically. It means that damping is no longer small at $|\varepsilon|=1$. From there outward, which includes the outer rows of the table, $F$ is only a rough guide.

In our example at +2.5 mV and $T=0$, damping alone changes the dip tip's signal from 0.39 to 0.42, and the peak tip's from 8.8 to 8.0. At this bias, $\varepsilon=0.5$, higher terms of the self-energy, chiefly an $\omega^3$ term in its real part, are left out and are not negligible: a second-order estimate with $\tilde U=\pi\Gamma_K$ that keeps them gives 0.39 and 8.1, so the small change for the dip tip is uncertain. At 5 K, where $kT=0.43$ meV, damping and tip smearing together raise the dip tip's zero-bias signal from 0.04 to 0.10 and lower the peak tip's from 8.0 to 7.5.

**Q:** Could I use a magnetic field instead?

**A:** A resolved splitting is out of reach here: the Zeeman energy $2\mu_BB$ reaches $\Gamma_K$ only at about 43 T, and a nonmagnetic level would also split. The zero-bias signal responds earlier. With the charge frozen, the repulsion $\tilde U$ doubles the Zeeman shift of the quasiparticles, so the phase shift of each spin moves by $\eta=2\mu_BB/\Gamma_K$ to first order in $B$, twice as much as for a plain level of the same width. At $T=0$ the spin-averaged zero-bias signal is $1-(1-q^2)\cos^2\eta$. At 10 T this raises the dip tip's value from 0.04 to 0.09, against 0.05 for the plain level, a change about as large as that of warming to 5 K.

**Q:** How close is all this to a real atom?

**A:** The numbers are in the rough regime reported for a cobalt atom on the (111) face of copper, with a fitted Kondo temperature of some 50 K and a dip a few meV in half-width. Other faces give other values, and whether this dip is a Kondo resonance or comes from spin excitations is itself debated. The tip with $t_d/t_c=1$ is far from typical and serves as a contrast. Real dips stop well above zero, and the model's assumption that all background tunneling interferes is a natural suspect. If a quarter of it interferes, with $q$ for that part held at 0.197, the zero-bias signal is $0.75+0.25\times0.039=0.76$ instead of 0.04. That is the largest correction for the dip tip among those I estimated.

Band asymmetry matters too. For a flat band reaching $D_1$ below and $D_2$ above the Fermi level, $R=\rho_0\ln[(D_1+\omega)/(D_2-\omega)]$. With 3 eV below and 2 eV above, $q$ shifts by $\ln(1.5)/\pi=0.129$. In the symmetric band its drift over 10 mV is just 0.0025. Cobalt also has several d orbitals and a larger spin, which this spin-1/2 model leaves out. Partial screening could then leave some moment behind.

**Q:** Might the tip itself broaden the resonance?

**A:** Only very slightly. Direct tunneling between tip and d orbital adds $\Gamma_t=\pi\rho_tt_d^2$ to $\Gamma$. The golden-rule conductance is $(2e^2/h)\,4\pi^2\rho_t\rho_0t_c^2F$. Calling it $\mathcal G$ in units of $2e^2/h$ and eliminating $\rho_t$,

$$\frac{\Gamma_t}{\Gamma}=\left(\frac{t_d}{t_c}\right)^2\frac{\mathcal G}{4\pi\rho_0\Gamma F}.$$

Take a differential conductance of 50 nS at 20 mV, equal to the ratio $I/V$ of a 1 nA set point at that bias. Then $\mathcal G=6.5\times10^{-4}$. The ratio is $6\times10^{-6}$ for the dip tip and $5\times10^{-4}$ for the peak tip.

The route through $c_0$ counts as well. To first order in $\rho_t$, the tip adds $-i\pi\rho_t(t_d+t_cV_hg)^2$ to $V_h^2g$. With $R=0$ this changes $\Gamma$ by $\Gamma_t(1-1/q^2)$ in total. That is about $-1.5\times10^{-4}\,\Gamma$ for the dip tip, a slight narrowing, and $4\times10^{-4}\,\Gamma$ for the peak tip. The Kondo width $\Gamma_K$ depends on $\Gamma$ more steeply than in proportion. In the exact solution of the symmetric Anderson model at fixed $U$ and $\Gamma_K/\Gamma=0.025$, its relative change is about 5.6 times that of $\Gamma$. That is still only about 0.2% for the peak tip and less for the dip tip, so the weak-tip assumption holds in both cases.

**Q:** So my dip does not show that the moment is free, and I should not select the atom on that basis.

**A:** Yes. Follow the dip's width and depth with temperature, remove the tip's smearing, and see whether the shape changes with a tip that couples differently to the d orbital. The last comparison tells you about interference, not about magnetism. For storage you also need direct evidence of two long-lived spin states, which a zero-bias dip does not supply. The values used here are collected in the numerical output below.

## Numbers as computed

```
Cluster: U = 3.0 eV, E_d = -1.4 eV, V = 0.5 eV, hopping = 1.0 eV
Cluster local moment <(n_up-n_down)^2>: 0.867
Cluster singlet-triplet gap: 0.207 eV
Cluster largest error of tip identity: 3.3e-13 1/eV
U=0 chain, largest scaled deviation from F: 0.0088
Second-order model: U/(pi Gamma) = 3.0, Z = 0.1726
Second-order model, scaled deviation from F, |eps|<=0.5: 0.0261
Second-order model, dip minimum for q=0.2: eps = -0.18
Second-order model, q=0 dip curvature: 1.130, predicted 1+s = 1.134
Second-order model, q=0 zero-bias signal at kT = 0.2 Gamma_K: 0.049
Second-order model, q=0 zero-bias signal at kT = 1.0 Gamma_K: 0.494
Second-order model, q=0 zero-bias signal at kT = 5.0 Gamma_K: 0.834
Example Gamma_K: 5.0 meV
Example Gamma_K/k_B: 58.0 K
Example Gamma: 0.2 eV; rho0: 0.2 per eV; half band: 2.5 eV
Example V: 0.564 eV; Z = Gamma_K/Gamma: 0.0250
Crossover ratio t_d/t_c (q = 1): 0.354
dip tip: t_d/t_c = 0.07, q = 0.197, zero-bias F = 0.039
dip tip: zero of F at -0.99 mV, maximum 1.039 at 25.32 mV
peak tip: t_d/t_c = 1.0, q = 2.821, zero-bias F = 7.958
peak tip: zero of F at -14.10 mV, maximum 8.958 at 1.77 mV
Bias (mV), F for dip tip, F for peak tip:
   -20  0.851  0.082
   -10  0.650  0.135
    -5  0.322  1.658
    -1  0.000  6.605
     0  0.039  7.958
     1  0.152  8.775
     5  0.717  7.300
    10  0.966  4.648
    20  1.036  2.737
Temperature of use: 5.0 K, kT = 0.431 meV
Set point 1 nA at 20 mV: conductance/(2e^2/h) = 6.45e-04
dip tip: zero-bias signal at 5.0 K with damping: 0.101
dip tip: signal at +2.5 mV, F = 0.389, with T=0 damping = 0.417
dip tip: tip-induced broadening / Gamma: 6.1e-06
peak tip: zero-bias signal at 5.0 K with damping: 7.511
peak tip: signal at +2.5 mV, F = 8.823, with T=0 damping = 8.026
peak tip: tip-induced broadening / Gamma: 4.7e-04
Shift of q, Fermi level 3 eV above bottom of 5 eV band: 0.129
Drift of q between 0 and 10 mV: 0.0025
Dip tip, only 0.25 of background interferes: zero-bias signal 0.760
Field scale Gamma_K/(2 mu_B): 43.2 T
```
